# Deposition in Deep Holes and the Halved Activation Energy, part 2

Silane diffuses into a straight cylindrical pore of radius $R$, diameter $d=2R$ and depth $L$, and deposits silicon on its wall and bottom. The depth $x$ runs from the mouth, where the concentration $C(x)$ is $C_0$, to the closed bottom at $x=L$. Each unit area consumes $kC$, with reaction velocity $k$. With diffusivity $D$, the axial flux is $J=-D\,dC/dx$, and the steady slice balance gives

$$
D\,C''=\frac{2k}{R}\,C .
$$

The Thiele modulus is $\phi=L\sqrt{2k/(RD)}$, the active length is $\ell=L/\phi$, and $h=R/(2\ell)$. The total deposition rate is $N=\pi R^2C_0G$. For $\phi\gg1$, the square-root law holds: $G=\sqrt{2kD/R}$. The response $w=\partial\ln G/\partial\ln k$, at fixed $D$, $R$ and $L$, is then $1/2$.

The apparent activation energy of a quantity $X$ is

$$
E_X=-\frac{d\ln X}{d(1/k_BT)} .
$$

For the flat surface and the deep hole,

$$
E_\text{flat}=E_C+E_k,\qquad E_\text{hole}=\frac{E_\text{flat}}2+\frac{E_D+E_C}2 ,
$$

where $E_C$, $E_k$ and $E_D$ belong to $C_0$, $k$ and $D$. At fixed pressure $C_0\propto1/T$, so $E_C=-k_BT$, and the last term is $-k_BT/4$.

Molecules fly from wall to wall at mean speed $\bar v$, strike each unit of surface at the rate $C\bar v/4$, and leave it diffusely. With $\theta$ the polar angle from the cylinder axis and $\psi$ the azimuth from the inward normal, a flight has axial displacement $X=d\cot\theta\cos\psi$ and probability element $\sin^2\theta\cos\psi\,d\theta\,d\psi/\pi$. This gives $D=d\,\bar v/3$.

The example has $d=1$ µm, $L=300$ µm, 0.1 Torr of silane and 950 K, where $k_BT=0.082$ eV and $C_0=1.016\times10^{15}$ cm$^{-3}$. The sticking probability has an energy of 1.7 eV. The mean free path is about 1.1 mm, for a rough molecular diameter of 0.45 nm. The flat film grows at 24 nm/min, with $E_\text{flat}=1.659$ eV. The energies quoted at the beginning, for 900 to 1000 K, are 1.66 eV (flat) and 0.80 eV (pore).

If a fraction $s$ of the impacts leads to deposition, and $s$ is small enough not to disturb the local gas, then $k=s\bar v/4$. At 950 K silane has $\bar v=7.91\times10^4$ cm/s. With $s=10^{-4}$ and $d=10^{-4}$ cm, these formulas give the values $k=1.978$ cm/s and $D=2.638$ cm$^2$/s used above.

Inserting them into the definitions removes the speed:

$$
\phi^2=\frac{2(s\bar v/4)L^2}{(d/2)(d\bar v/3)}=3s\frac{L^2}{d^2},\qquad
h^2=\frac{(s\bar v/4)(d/2)}{2d\bar v/3}=\frac{3s}{16}.
$$

For the example $\phi=300\sqrt{3\times10^{-4}}=5.20$. The deep limit becomes

$$
G^2=\frac{2(s\bar v/4)(d\bar v/3)}{d/2}=\frac{s\bar v^2}{3},\qquad G=\bar v\sqrt{\frac s3}.
$$

Molecules enter the mouth at the rate $C_0\bar v/4$ per area. The fraction that is eventually deposited in the hole, its capture probability, is

$$
S=\frac{G}{\bar v/4}=4\sqrt{\frac s3}.
$$

This expression shows its own limit. At $s=0.3$ it gives 1.26, which no probability can reach. A large Thiele modulus is thus not sufficient for the square-root law. Two conditions are needed together: $3s(L/d)^2\gg1$, so that the hole is deep, and $s\ll1$, so that the active length covers many diameters.

How small $s$ must be can be found without a diffusion equation. Measure lengths in diameters and let $f(x)$ be the probability that a flight goes farther than $x>0$ in one chosen axial direction. The condition $\cot\theta\cos\psi>x$ means $\theta<\theta_m$ with $\tan\theta_m=c/x$ and $c=\cos\psi$. Hence

$$
f(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}c\,d\psi\int_0^{\theta_m}\sin^2\theta\,d\theta .
$$

Let $K(x)=-df/dx$ be the probability density of the displacement. With $\sin^2\theta_m=c^2/(x^2+c^2)$ and $d\theta_m/dx=-c/(x^2+c^2)$,

$$
K(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{c^4}{(x^2+c^2)^2}\,d\psi .
$$

Write $c^2/(x^2+c^2)=1-x^2/(x^2+c^2)$ and square it. The integrals required are, with $b=x^2$,

$$
\int_{-\pi/2}^{\pi/2}\frac{d\psi}{b+c^2}=\frac{\pi}{\sqrt{b(b+1)}},\qquad
\int_{-\pi/2}^{\pi/2}\frac{d\psi}{(b+c^2)^2}=\frac{\pi(2b+1)}{2[b(b+1)]^{3/2}} .
$$

The first follows from the substitution $u=\tan\psi$, which turns it into $\int du/(b+1+bu^2)$ over all $u$. The second is minus the derivative of the first with respect to $b$. Thus

$$
K(x)=1-\frac{2x}{\sqrt{x^2+1}}+\frac{x(2x^2+1)}{2(x^2+1)^{3/2}}
=1-\frac{x(x^2+\tfrac32)}{(x^2+1)^{3/2}} .
$$

Integrating from $x$ to infinity, where $f$ vanishes, gives

$$
f(x)=\frac{x^2+\tfrac12}{\sqrt{x^2+1}}-x .
$$

At $x=0$ this is $1/2$, as it must be for a symmetric flight.

Let $I(x)$ be the flux striking the wall at depth $x$, and $B$ the flux striking the bottom, both in units of the one-way flux entering at the mouth. Molecular paths can be traversed in either direction. The flux that a wall element receives from a diffusely emitting surface of unit strength is therefore equal to the fraction of its own emission that would reach that surface. With $\Lambda=L/d$,

$$
I(x)=f(x)+(1-s)\int_0^{\Lambda}K(|x-y|)\,I(y)\,dy+(1-s)B\,f(\Lambda-x).
$$

The three terms come from the mouth, the wall and the bottom. The wall area per unit length is four times the area of the bottom in these units. The corresponding balance for the bottom is

$$
B=1-4\int_0^{\Lambda}f(y)\,dy+4(1-s)\int_0^{\Lambda}f(\Lambda-y)\,I(y)\,dy ,
$$

where the first two terms together are the fraction passing from mouth to bottom without touching the wall. The capture probability is $S=4s\int_0^\Lambda I\,dx+sB$.

These equations were solved on short wall cells, at most 0.06 diameters long. For the example, cells twice as long change the capture by 0.14 %. The following holes are all eight active lengths deep, $\Lambda=8/\sqrt{3s}$. The exponent is $d\ln S/d\ln s$ at fixed depth, and the last column is the deviation of $S$ relative to $4\sqrt{s/3}$.

| $s$ | $S$ | exponent | deviation |
|---|---|---|---|
| $0.3$ | 0.721 | 0.305 | −43 % |
| $10^{-2}$ | 0.198 | 0.438 | −14 % |
| $10^{-3}$ | 0.069 | 0.475 | −5.8 % |
| $10^{-4}$ | 0.023 | 0.490 | −2.2 % |

The square root is approached slowly. At $s=0.3$ the active length from the diffusion formula is about one diameter, and 72 % of the entering molecules are captured; a higher sticking probability can add at most the remaining 28 %, so the capture cannot keep growing as a square root. At $s=10^{-4}$ the active length is 58 diameters. The remaining deviation contains the entrance region and the finite length of the flights, which this calculation does not separate.

The incoming flux at fixed pressure is proportional to $p/\sqrt T$ and contributes $-k_BT/2$ to the activation energy. The capture contributes the exponent times 1.7 eV. For the example this gives $0.490\times1.7-0.041\simeq0.79$ eV, and the ballistic solution for the actual pore gives 0.793 eV at 950 K. This is 4.4 % below half the flat value. About 0.020 eV of the difference is the term $-k_BT/4$, and about 0.016 eV is the departure from diffusion. Over the window from 900 to 1000 K the slope is 0.797 eV, the value quoted at the beginning.

A wall reaction need not be of first order. Let the consumption per area be $r(C)$. The slice balance is then $DC''=2r(C)/R$. Multiplication by $C'$ makes both sides total derivatives:

$$
\frac{d}{dx}\left(\frac D2\,C'^2\right)=\frac2R\,\frac{d}{dx}\int_0^{C}r(u)\,du .
$$

In a hole deep enough for $C$ and $C'$ to vanish before the bottom, integration from the mouth inwards gives $DC'(0)^2/2=(2/R)\int_0^{C_0}r\,du$. The flux at the mouth is $J=-DC'(0)$, so

$$
J^2=\frac{4D}{R}\int_0^{C_0}r(u)\,du .
$$

For $r=kC$ the integral is $kC_0^2/2$ and the earlier law returns. If $r$ is $k$ times some other function of concentration, $J$ is still proportional to $\sqrt k$. The square root thus does not depend on first-order kinetics, but the activation energy can, because the function may contain a second temperature-dependent constant.

Take a surface that saturates, $r=kC/(1+\kappa C)$, and let $\xi=\kappa C_0$. Since $C/(1+\kappa C)=[1-1/(1+\kappa C)]/\kappa$, the integral is $k[C_0/\kappa-\ln(1+\xi)/\kappa^2]$. Relative to the first-order value $kC_0^2/2$ it is

$$
F(\xi)=\frac{2[\xi-\ln(1+\xi)]}{\xi^2},
$$

and $J$ is reduced by $\sqrt F$. For the trial value $\xi=0.1$ this is a reduction of 3.2 %. Suppose that $\xi$ falls on heating as $e^{Q/k_BT}$ with a trial adsorption energy $Q=2$ eV. The flat rate carries the factor $1/(1+\xi)$, whose activation energy is $Q\xi/(1+\xi)=0.182$ eV. The hole carries $\sqrt F$, with the activation energy

$$
-\frac Q2\,\frac{d\ln F}{d\ln\xi}=\frac Q2\left[2-\frac{\xi^2}{(1+\xi)[\xi-\ln(1+\xi)]}\right]=0.062\ \text{eV}.
$$

Half of the flat shift would be 0.091 eV. The hole is affected less because the concentration, and with it the saturation, falls along its depth. A saturation that lowers the total of the pore by only 3 % can therefore alter its activation energy by more than the ballistic correction does.

Hydrogen is one candidate for occupying the surface. Each silane molecule that deposits silicon releases two hydrogen molecules, so in the steady state their outward flux is twice the inward silane flux at every depth. Let the gas outside contain no hydrogen. Integration from the mouth gives $D_HC_H=2D(C_0-C)$. The diffusivities are in the ratio of the mean speeds, and silane is about sixteen times heavier, so $D_H\simeq4D$. Near the bottom, where little silane is left, $C_H\simeq C_0/2$; the computed ratio is 0.496. The deep part of the pore therefore works in a different gas from the mouth. The effect of this hydrogen on the reaction is not in the model.

The pore also narrows as it fills. Because $G=\bar v\sqrt{s/3}$ does not contain the radius, the total is proportional to $R^2$. A uniform film of 10 nm reduces $R$ from 500 to 490 nm and the total by 4.0 %. The real film reaches this thickness at the mouth after about half a minute and is thinner further down, so its effect on the total is smaller. At 24 nm/min the mouth would close after about 20 minutes.

A wafer full of pores can deplete the gas above it. Let 10 % of its area be open and let silane cross a gas layer of thickness $\delta=20$ mm with diffusivity $D_g$, both lengths and areas being trial values. The layer supplies $(D_g/\delta)(C_b-C_0)$, where $C_b$ is the concentration beyond it, and the pores demand $0.1\,GC_0$. Equating the two gives $C_0=C_b/(1+\eta)$ with $\eta=0.1\,G\delta/D_g$. The estimate $D_g=\bar v\times(\text{mean free path})/3$ yields $\eta=0.032$. The flat area between the pores adds only $0.9k$, or 1.8 cm/s, to a demand of 46 cm/s. The activation energy of $1/(1+\eta)$ is $-\eta/(1+\eta)$ times that of $\eta$. Here $G$ has the energy $E_\text{hole}+k_BT$, and $D_g\propto T^{3/2}$ at fixed pressure has $3k_BT/2$. The shift from the pores alone is $-0.024$ eV; the flat area, whose demand rises faster with temperature, brings it to $-0.0255$ eV. The estimate of $D_g$ is crude. The Chapman–Enskog value for hard spheres of the same diameter is 1.8 times larger and gives $\eta\simeq0.018$ and a shift of about $-0.014$ eV. The shift grows with the open area and with the thickness of the layer, and when $\eta$ is large the supply of gas, not the pore, controls the rate.

Lining macropores with polysilicon from silane is a real process, and the pressure and flat growth rate used here are of its order. The sticking probability of $10^{-4}$ at 950 K and its energy of 1.7 eV are rough values. At lower temperatures, such as 850 K, this pore is in the crossover and its apparent energy exceeds half the surface value. Real growth departs from the first-order law through adsorbed hydrogen; the saturation trial, with its assumed coverage and adsorption energy, gives shifts of 0.06 eV for the pore and 0.18 eV for the flat film, and the real shifts depend on the actual coverage. Growth from silane at such pressures commonly rises less than linearly with pressure, so the saturation can be much stronger than in the trial. At $\xi=1$ the same formulas give 0.37 eV for the pore and 1.0 eV for the flat film, the total falls by 22 %, and the energy of the pore lies a further 0.13 eV below half the flat value. Silane also decomposes in the gas. A rough rate constant for the high-pressure limit, $3\times10^{15}\,e^{-2.6\,\text{eV}/k_BT}$ s$^{-1}$, gives an upper estimate for the decay inside the pore: $6\times10^{-4}$ of the rate of wall consumption. At 0.1 Torr collisions in the gas are too rare to reach this limit. Inside the pore, impacts on the wall are about a thousand times more frequent and can also activate the molecules, but the high-pressure limit remains an upper bound. Reactive fragments made in the much larger reactor volume are not included. If they stick far more readily than silane, they would deposit near the mouth and follow the large-$s$ rows of the table, so a measured energy could differ from the one found here. The computed values are collected in the numerical output.

## Computed values

```
pore diameter 1.0 um, depth 300 um
aspect ratio L/d = 300
silane pressure 0.1 Torr, temperature 950 K
sticking s = 1.0e-04, its energy = 1.7 eV (rough)
silicon atomic density 5.0e+22 cm^-3 (rough)
kB T = 0.0819 eV
mouth concentration C0 = 1.016e+15 cm^-3
mean speed = 7.913e+04 cm/s
mean square axial step = 0.66667 d^2
D/(v d) from flights = 0.33333
reaction velocity k = 1.978 cm/s
Knudsen diffusivity D = 2.638 cm^2/s
Thiele modulus phi = 5.196, h = 0.00433
active depth L/phi = 57.7 um
G full = 456.85 cm/s, deep limit = 456.88 cm/s
pore rate / flat rate on mouth area = 230.9
flat growth rate = 24.13 nm/min
bottom/mouth growth ratio = 0.01103
silicon deposited per pore = 3.647e+09 atoms/s
total rate ratio for k -> 4k: 2.0001
total rate ratio for L -> L/2: 0.9891
T(K)  s  phi  w  E_flat(eV)  E_hole(eV)
800  2.04e-06  0.742  0.8546  1.6655  1.4184
850  8.69e-06  1.532  0.6432  1.6634  1.0569
900  3.15e-05  2.919  0.5170  1.6612  0.8401
950  1.00e-04  5.196  0.5003  1.6591  0.8096
1000  2.82e-04  8.733  0.5000  1.6569  0.8069
E_flat/2 = 0.8295 eV, kB T/4 = 0.0205 eV
E_flat/2 - kB T/4 = 0.8091 eV
ballistic deep hole: s, capture, exponent, deviation from sqrt
3.0e-01  0.72126  0.3048  -42.98 %
1.0e-02  0.19802  0.4378  -14.26 %
1.0e-03  0.06883  0.4749  -5.75 %
1.0e-04  0.02259  0.4903  -2.17 %
example capture: ballistic 0.02259, diffusion 0.02309
ballistic change on doubling cell size: 0.138 %
ballistic E_hole at 950 K = 0.7932 eV
900-1000 K slopes: ballistic hole 0.7971 eV, flat 1.6591 eV
molecular diameter 0.45 nm (rough), free path 1093 um
rate change after 10 nm uniform film: -3.96 %
gas decay inputs (rough): 3e+15 1/s, 2.6 eV
gas decay / wall consumption in pore = 6.1e-04
H2 at bottom / silane at mouth = 0.496
saturation trial: K C0 = 0.1, adsorption 2.0 eV
saturation changes pore rate by -3.15 %
saturation energy shifts: hole +0.0616 eV, flat +0.1818 eV
loading trial: open area 0.1, gas layer 20 mm
pore demand / gas supply velocity = 0.0317
energy shift from gas depletion = -0.0236 eV
```
